\section*{Corner cutting and image sliding in elastic bands, and their cure}

\section{Definitions and conventions}

Let $V(\mathbf R)$ be the potential energy of a set of atoms with coordinates $\mathbf R$. A band is a chain of images $\mathbf R_0,\dots,\mathbf R_P$ whose ends are fixed at two minima of $V$. It has $P$ gaps and $P-1$ movable images. For image $i$ define
\begin{equation}
\mathbf a=\mathbf R_{i+1}-\mathbf R_i,\qquad
\mathbf b=\mathbf R_i-\mathbf R_{i-1},\qquad
l_+=|\mathbf a|,\qquad l_-=|\mathbf b| ,
\end{equation}
and the unit tangent $\mathbf t=(\mathbf a+\mathbf b)/|\mathbf a+\mathbf b|$.

The minimum-energy path joins the minima over the saddle, with $\nabla V$ parallel to the path at each of its points. The barrier $\Delta V$ is the saddle energy minus the energy of the starting minimum. The saddle is taken to be the lowest pass between the two minima.

The plain elastic band minimises
\begin{equation}
S=\sum_{i=1}^{P-1}V(\mathbf R_i)+\frac k2\sum_{i=0}^{P-1}|\mathbf R_{i+1}-\mathbf R_i|^2 ,
\end{equation}
with spring constant $k$ and zero natural length. Lengths are in \AA, energies in eV and $k$ in eV/\AA$^2$.

The example is a hydrogen atom moving in a plane, with polar coordinates $r,\phi$:
\begin{equation}
V=B\cos^2 2\phi+\frac K2(r-r_0)^2,\qquad B=0.8,\quad K=20,\quad r_0=1.0 .
\label{model}
\end{equation}
The two minima used here lie at $r=r_0$, $\phi=\pm\pi/4$, and the saddle between them at $r=r_0$, $\phi=0$. On the arc $r=r_0$ the radial derivative vanishes, so $\nabla V$ points along the arc. The arc is therefore the minimum-energy path, with curvature $c=1/r_0$, length $1.571$ and $\Delta V=B$.

\section{The balance that holds the plain band}

Image $i$ occurs in one potential term and two spring terms. Their derivatives are $\nabla V(\mathbf R_i)$, $-k\mathbf a$ and $+k\mathbf b$. At rest their sum is zero:
\begin{equation}
k(\mathbf a-\mathbf b)=\nabla V(\mathbf R_i).
\label{balance}
\end{equation}
Each image has a single vector equation in which springs and potential are mixed. Its part along the band gives the sliding, and its part across the band gives the corner cutting.

\section{First contribution: the true force along the band}

Take the scalar product of \eqref{balance} with $\mathbf a+\mathbf b$. The cross terms cancel:
\begin{equation}
k(l_+^2-l_-^2)=\nabla V\cdot(\mathbf R_{i+1}-\mathbf R_{i-1}).
\label{gaps}
\end{equation}
Where the band climbs, the right side is positive and the next gap is longer. Where it descends, the next gap is shorter. The widest gaps therefore lie around the top. An image on a slope is pulled downhill, and only unequal spring lengths can hold it there.

If the gap vector $\mathbf R_{i+1}-\mathbf R_i$ changes little from one image to the next, treat the index as a continuous variable $u$. In the sum $\mathbf R(u+1)+\mathbf R(u-1)-2\mathbf R(u)$ the odd derivatives cancel and the leading term is $\mathbf R''$. Hence
\begin{equation}
k\mathbf R''=\nabla V .
\label{newton}
\end{equation}
This is Newton's equation for a mass $k$ in the potential $-V$, with $u$ as time. Multiplying by $\mathbf R'$ gives $\frac{d}{du}\left(\frac k2|\mathbf R'|^2\right)=\frac{dV}{du}$. Since $|\mathbf R'|=l$ is the local gap, $\frac k2l^2-V$ is constant along the band, and
\begin{equation}
k\,l_{\rm top}^2=2(V_{\rm top}-V_{\rm end})+k\,l_{\rm end}^2 .
\label{energy}
\end{equation}
The moving point is fastest where $-V$ is lowest, which is at the top of the barrier. Fast motion means sparse images.

\section{Second contribution: the spring force across the band}

Write $\mathbf R'=l\,\mathbf t$. Differentiation gives $\mathbf R''=l'\mathbf t+l^2c_b\mathbf n$, where $c_b$ is the curvature of the band itself and $\mathbf n$ is the unit normal towards the inside of the bend. The normal part of \eqref{newton} is
\begin{equation}
k\,l^2c_b=\mathbf n\cdot\nabla V .
\label{normal}
\end{equation}
The left side is positive, so $V$ must rise towards the inside. The band thus lies displaced inwards, up the inner wall of the valley. Mechanically, two taut springs meeting at an angle pull their common image into that angle. With an inward shift $d$ at the top and a harmonic wall,
\begin{equation}
K d=k\,l_{\rm top}^2\,c_b .
\label{cut}
\end{equation}

In a very stiff valley the band follows the valley floor, $c_b\to c$, and
\begin{equation}
d\simeq \frac{k\,l_{\rm top}^2\,c}{K}.
\label{stiff}
\end{equation}
The first correction follows for the model. For a curve $r(\phi)$ with $r'=0$ at the top, the curvature there is $c_b=(r-r'')/r^2$. To leading order $d(\phi)=kl^2/(Kr_0)$, and $kl^2=2V+\text{const}$. Since $V''(\phi)=-8B$ at $\phi=0$, one finds $d''=-16B/(Kr_0)$. With $r=r_0-d$ this means $r''=+16B/(Kr_0)$, and to first order
\begin{equation}
c_b r_0\simeq 1+\frac{d}{r_0}-\frac{16B}{Kr_0^2}.
\label{correction}
\end{equation}
As long as $k\,l_{\rm top}^2<16B$, which holds in the examples below, the last term outweighs the second: the cut is deepest at the top, which makes the band straighter than the valley.

For $K=2000$ the correction factor is $1+0.0009-0.0064=0.9945$. It turns the estimate $0.000874$ from \eqref{stiff} into $0.000869$, the value found numerically. For $K=200$ the factor is $0.945$, against a numerical ratio $0.008382/0.008785=0.954$. For $K=20$ the last term is $0.64$ and the expansion no longer applies, whereas \eqref{cut} with the band's own curvature still does.

\section{Weighing the two: why tuning $k$ fails}

The band must cross at least the saddle energy, so $V_{\rm top}-V_{\rm end}\ge\Delta V$ at the starting end. Equation \eqref{energy} then gives, for a finely divided band,
\begin{equation}
k\,l_{\rm top}^2\ge 2\Delta V\quad\text{for every }k .
\label{floor}
\end{equation}
In such a band weaker springs are stretched further at the top, so the product that drives the cutting does not go to zero. Nor can the cut vanish: by \eqref{cut} that would need a band that is straight at the top, while a band with no cut follows the curved valley. With a fixed number of images the bound fails for very weak springs. The longest gap then stays finite, so $k\,l^2$ and the cut do go to zero with $k$, but only because the images have fallen into the wells and none is left near the barrier. Nearly equal gaps, on the other hand, require $k l_{\rm end}^2\gg2\Delta V$. This makes $k l_{\rm top}^2$ large and the cut deeper.

The limit of fine division keeps $k/P^2$ fixed, because substituting $u=Pv$ in \eqref{newton} leaves $k/P^2$ as the coefficient. Bands with $P=180$ and $k=20^2k_9$ thus represent the continuous limit of nine-gap bands with constant $k_9$:
\begin{center}
\begin{tabular}{rcccc}
$k_9$ & $k l_{\rm top}^2$ (eV) & $l_{\rm top}/l_{\rm end}$ & $c_b$ (\AA$^{-1}$) & cut (\AA)\\
5 & 1.68 & 47 & 0.759 & 0.064\\
20 & 1.81 & 3.9 & 0.763 & 0.069\\
200 & 6.33 & 1.24 & 0.553 & 0.175
\end{tabular}
\end{center}
All three lie above the bound $2B=1.60$ eV. In the middle row, \eqref{cut} gives $1.813\times0.763/20=0.069$, as found. In the weakest band the gaps at the top are 47 times as wide as those at the ends, yet its cut is hardly smaller than that of the middle one.

\section{The plain band with eight movable images}

With few images the continuous limit requires $\sqrt{|V''|/k}\ll1$, where $V''=-8B/r_0^2=-6.4$ eV/\AA$^2$ is the curvature along the path at the saddle. For $k=2$, $20$ and $200$ this number is $1.8$, $0.57$ and $0.18$. The three bands, with all else fixed, give:
\begin{center}
\begin{tabular}{rcccc}
$k$ & cut (\AA) & widest gap (\AA) & narrowest (\AA) & top image (eV)\\
2 & 0.050 & 1.003 & 0.002 & 0.182\\
20 & 0.065 & 0.308 & 0.079 & 0.758\\
200 & 0.172 & 0.179 & 0.144 & 1.058
\end{tabular}
\end{center}

At $k=2$ the images have fallen towards the wells and one gap spans most of the barrier. At $k=200$ the spacing is fairly even, but the band runs $0.17$ \AA\ ($0.017$ nm) inside the valley floor. The wall energy there is $\frac12\times20\times0.172^2\approx0.30$ eV, which lifts the top image above the true barrier.

The middle case looks good for a poor reason. Its top images sit half a gap from the symmetry line, at $\sin\phi=0.1541/0.9348$, so $\phi=0.1656$. The angular energy is $0.8\cos^2(0.3312)=0.7154$ eV, and the wall adds $10\times0.0652^2=0.0425$ eV. The sum is $0.7579$ eV. The angular part lies $0.085$ eV below the barrier. Of this, $0.024$ eV would remain with equal gaps on the arc, because no image sits at the top. The rest comes mainly from sliding, and to a smaller part from the reduced radius, at which the same gap spans a larger angle. The wall energy has the opposite sign, so the errors partly cancel. Nothing guarantees such a cancellation on another surface.

If the top image were read as the barrier at $500$ K, where $k_BT=0.0431$ eV, the Boltzmann factor would be wrong by $\exp[(B-V_{\rm image})/k_BT]$. This is $1.7\times10^6$, $2.7$ and $0.0025$ for the three bands.

\section{Separating the forces}

Each force does one useful job. The true force across the band finds the valley floor, and the spring force along the band spaces the images. The nudged elastic band keeps these two parts:
\begin{equation}
\mathbf F_i=-\big[\nabla V-(\nabla V\cdot\mathbf t)\,\mathbf t\big]+k(l_+-l_-)\,\mathbf t .
\label{neb}
\end{equation}
The bracket is perpendicular to $\mathbf t$ and the last term is parallel to it. Two orthogonal vectors sum to zero only if each is zero, so at rest
\begin{equation}
\nabla V-(\nabla V\cdot\mathbf t)\mathbf t=0,\qquad l_+=l_- .
\end{equation}
The first condition is that of the minimum-energy path, up to the error of the discrete tangent. The second is equal spacing. The spring constant has dropped out of both.

Applying the projections one at a time, at fixed $k=20$ and $P=9$, shows which does what:
\begin{center}
\begin{tabular}{lccc}
projected force & cut (\AA) & gap ratio & top image (eV)\\
none & 0.0652 & 3.91 & 0.758\\
spring only & 0.0030 & 3.40 & 0.730\\
true only & 0.0295 & 1.00 & 0.784\\
both & 0.0000 & 1.00 & 0.776
\end{tabular}
\end{center}
The gap ratio is widest over narrowest.

\paragraph{Spring force projected.} The cutting nearly disappears and the sliding stays. The remaining $0.003$ \AA\ comes from the tangent. On an arc with unequal gaps, the chord from $\mathbf R_{i-1}$ to $\mathbf R_{i+1}$ is tilted from the true tangent by $\delta\simeq c(l_+-l_-)/2$. The balance along the band is $k(l_+-l_-)\simeq V_s$, with $V_s$ the slope along the path, so $\delta\simeq cV_s/(2k)$. The spring force, of size $|V_s|$ along the tilted tangent, thus keeps a part $|V_s\delta|$ across the path, which points inwards on both slopes. The wall must balance it, so $Kd\simeq|V_s\delta|$. Hence $d\simeq cV_s^2/(2kK)$. The steepest slope is $2B/r_0=1.6$ eV/\AA, which gives $2.56/800=0.0032$ \AA.

\paragraph{True force projected.} Along the band only $k(\mathbf a-\mathbf b)\cdot\mathbf t$ remains. It is proportional to $l_+^2-l_-^2$, so the gaps become equal. Across the band the springs still pull inwards, and \eqref{stiff} with the uniform gap predicts $0.0291$ \AA, against $0.0295$ \AA\ found. Halving $k$ gives $0.0150$ \AA, close to half. With this half-cure, soft springs or more images do reduce the cut, because $l$ is now fixed by the path length and no longer by \eqref{energy}. The result still depends on $k$.

\paragraph{Both projected.} Changing $k$ from $20$ to $2$ or $200$ moves the images by less than $10^{-8}$ \AA. The gap is $0.174$ \AA.

\section{What the nudged band does not give}

\paragraph{Tangent error.} On a circle with equal gaps the chord is parallel to the true tangent, so the model is a favourable case. On a smooth path in a plane, with arc length $s$, $\mathbf R(s+l)-\mathbf R(s-l)=2l\,\mathbf t_0+\frac{l^3}{3}\mathbf R'''+\dots$, where $\mathbf t_0$ is the true tangent. The normal part of $\mathbf R'''$ is $dc/ds$, so the tilt is $\delta\simeq\frac{l^2}{6}\,dc/ds$, which falls fourfold when $P$ doubles, once $l$ is small enough. In more than two coordinates the path can also twist; its torsion $\tau$ adds a tilt $\frac{l^2}{6}c\tau$ out of the plane of the bend, of the same order in $l$, even where $c$ is constant. As above, a tilt $\delta$ displaces an image sideways by about $V_s\delta/K$, so the distance from the path should in the end fall at the same rate.

To test this, the valley floor is skewed by replacing $r_0$ in \eqref{model} with $r_0+0.15\sin2\phi$, and the path is found separately by steepest descent from the saddle. The largest radial misses for $9$, $18$ and $36$ gaps are $0.0013$, $0.0006$ and $0.0002$ \AA. They fall by factors of $2.1$ and $3.0$, so the fourfold rate has not been reached at these sizes.

\paragraph{No energy function.} If \eqref{neb} were minus the gradient of some function, its matrix of derivatives would be symmetric, since mixed second derivatives commute. For a displaced trial band, the antisymmetric part has a norm $0.20$ times that of the symmetric part. The nudged force is thus not minus the gradient of any energy function, and the images are usually moved by a method that uses forces alone.

\paragraph{The saddle itself.} Equal spacing puts the two top images at $\phi=\pm5^\circ$, with energy $0.8\cos^2 10^\circ=0.776$ eV, or $0.024$ eV below the barrier. A climbing image removes this error. One top image has its springs switched off and its force along the band reversed:
\begin{equation}
\mathbf F=-\nabla V+2(\nabla V\cdot\mathbf t)\,\mathbf t .
\end{equation}
This is $-\nabla V$ reflected in the plane normal to $\mathbf t$. A reflection preserves length, so $\mathbf F=0$ requires $\nabla V=0$. The image climbs along the band and descends across it. It comes to rest at $0.8000$ eV, where the curvatures are $-6.40$ and $20.00$ eV/\AA$^2$: one negative, as a saddle requires.

\section{The model beside a precursor reaction}

The reaction in mind is a proton passing from a surface hydroxyl to a precursor ligand in atomic layer deposition near $500$ K. The model is not a computed molecule and does not reproduce the vibrations of a hydroxyl: its well vibration along the path lies near $1300$ cm$^{-1}$, whereas an O--H stretch lies near $3700$ cm$^{-1}$. The quantum factors below therefore belong to the model and should not be carried over to a real precursor. The barrier frequency is about $1300i$ cm$^{-1}$, and tunnelling takes over below about $300$ K. At $500$ K, transmission through a parabolic barrier raises the rate by $1.99$, and quantum statistics of the well vibration along the path, taken as harmonic, by $1.71$. The second factor already contains the zero-point energy of $0.08$ eV. Together they give $3.4$, equivalent to lowering the barrier by $k_BT\ln3.4\approx0.05$ eV. With the full $\cos^2$ profile along the arc in place of the two parabolas the product drops to about $3.2$, mainly through the anharmonic well, and the equivalent stays at $0.05$ eV.

This is comparable with the error of the plain band at $k=20$, and far smaller than the errors at $k=2$ and $k=200$. Real precursors also break the assumption of frozen heavy atoms. Recoil of one carbon atom shifts the barrier frequency by about $4\,\%$. Relaxation of the ligand and surface changes the barrier itself, by an amount this model cannot supply; that needs a band in all the coordinates that relax. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
barrier 0.80 eV, valley radius 1.00 A, stiffness 20.0 eV/A^2
temperature 500 K, kT 0.0431 eV
gaps 9, movable images 8, path length 1.5708 A
PLAIN BAND, few images (k in eV/A^2, lengths in A, energy in eV)
k 2: cut 0.0502, widest gap 1.0030, narrowest 0.0017, top image 0.1818
  rate from top image / rate from true barrier: 1.7e+06
k 20: cut 0.0652, widest gap 0.3082, narrowest 0.0788, top image 0.7579
  rate from top image / rate from true barrier: 2.66
k 200: cut 0.1717, widest gap 0.1785, narrowest 0.1441, top image 1.0582
  rate from top image / rate from true barrier: 0.0025
PLAIN BAND, 180 gaps (k scaled to the same continuous band)
k 5 (scaled 2000) eV/A^2: k l^2 at top 1.6811 eV, gap top/end 46.95
  cut at top 0.0638 A, stiff-valley estimate 0.0841 A, band curvature 0.759 1/A
k 20 (scaled 8000) eV/A^2: k l^2 at top 1.8126 eV, gap top/end 3.93
  cut at top 0.0692 A, stiff-valley estimate 0.0906 A, band curvature 0.763 1/A
k 200 (scaled 80000) eV/A^2: k l^2 at top 6.3331 eV, gap top/end 1.24
  cut at top 0.1751 A, stiff-valley estimate 0.3167 A, band curvature 0.553 1/A
lower bound of k l^2 at top: 1.60 eV
stiffness 200 eV/A^2: cut 0.008382 A, estimate 0.008785 A
stiffness 2000 eV/A^2: cut 0.000869 A, estimate 0.000874 A
PROJECTIONS at k 20 eV/A^2 (cut in A, gap ratio widest/narrowest)
none: cut 0.06516, gap ratio 3.913, top image 0.7579 eV
spring force only: cut 0.00299, gap ratio 3.402, top image 0.7296 eV
true force only: cut 0.02950, gap ratio 1.000, top image 0.7842 eV
both: cut 0.00000, gap ratio 1.000, top image 0.7759 eV
estimated cut with true force only projected: 0.02907 A
the same cut at k 10 eV/A^2: 0.01503 A
nudged images moved by k = 2 or 200 instead of 20: below 1e-08 A
nudged gap 0.1743 A
climbing image energy 0.8000 eV, curvatures -6.40 and 20.00 eV/A^2
asymmetry of nudged force derivatives 0.200 (a gradient gives 0)
SKEWED VALLEY, skew 0.15 A: nudged band against descent path
9 gaps: largest radial miss 0.001287 A
18 gaps: largest radial miss 0.000609 A
36 gaps: largest radial miss 0.000200 A
NEGLECTED EFFECTS
barrier frequency 1314 i cm^-1, tunnelling crossover 301 K
tunnelling raises the rate at 500 K by a factor 1.99
quantum well vibration raises it by a factor 1.71
zero-point energy lost on the way up 0.0815 eV
recoil of one carbon atom shifts the frequency by 4.1 %
\end{verbatim}
